# Angular-grid error in the DFT energy of a rotated diatomic molecule

**Q.** I computed the same N₂ molecule three times, with the same bond length (2.07 bohr), basis (6-31G), functional (exchange-only LDA), 50-point Gauss–Chebyshev radial grid and 110-point angular grid on every shell (no pruning). With the bond along [001], [110] and [111] the energies were $-215.278935$, $-215.278754$ and $-215.279050$ Ry, a spread of $2.97\times10^{-4}$ Ry. Space is isotropic. What knows about my axes?

**A.** The integration grid does. I use Rydberg atomic units: $\hbar=1$, $e^2=2$, $m_e=1/2$, energies in Ry, lengths in bohr. The kinetic, nuclear and Hartree terms are analytic integrals over functions that turn with the molecule, so they do not change. The exchange energy of a spin-unpolarized density,

$$E_x=-C_x\int\rho^{4/3}\,d^3r,\qquad C_x=\tfrac34\left(\tfrac3\pi\right)^{1/3}e^2=1.477118\ \text{Ry bohr},$$

is a sum over points. Becke weights with $\sum_A s_A=1$ cut it into atomic pieces. For two like atoms at distance $R$, $\mu=(r_A-r_B)/R$, $p(\mu)=\tfrac32\mu-\tfrac12\mu^3$ and $s_A=\tfrac12[1-p(p(p(\mu)))]$; $p$ is odd, so $s_A+s_B=1$. The weights depend on distances only and turn with the molecule. Each piece $F=-C_x\rho^{4/3}s_A$ is summed about its nucleus as $\sum_kW_k\sum_iw_iF(r_k\mathbf u_i)$, where $W_k$ contains $4\pi r_k^2$ and $\sum_iw_i=1$. The directions $\mathbf u_i$ stay fixed in the laboratory. They form a Lebedev rule, which averages every spherical harmonic with $l\le L$ ($L$ odd) exactly and is mapped onto itself, weights included, by the 48 operations of $O_h$. No finite set of directions can be invariant under all rotations.

**Q.** Which part of the integrand does the rule get wrong?

**A.** Let $F$ be symmetric about a unit vector $\mathbf n$, as in a diatomic. With $c=\mathbf n\cdot\mathbf u$, expand $F=\sum_lf_l(r)P_l(c)$, $f_l=\frac{2l+1}2\int_{-1}^1FP_l\,dc$. Inserting this in the sum separates molecule from grid:

$$E(\mathbf n)=\sum_la_l\,q_l(\mathbf n),\qquad a_l=\sum_kW_kf_l(r_k),\qquad q_l(\mathbf n)=\sum_iw_iP_l(\mathbf n\cdot\mathbf u_i).$$

Here $q_0=1$, so $a_0$ is the energy with exact angular integration. The addition theorem, $P_l(\mathbf n\cdot\mathbf u)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\mathbf n)Y^*_{lm}(\mathbf u)$, says that $P_l(\mathbf n\cdot\mathbf u)$ is a degree-$l$ harmonic in either argument. Three facts follow. For $1\le l\le L$ the rule returns the true sphere average over $\mathbf u$, which is zero. For odd $l$ the points $\pm\mathbf u_i$ have equal weights (inversion is in $O_h$) and $P_l(-c)=-P_l(c)$, so $q_l=0$. For $g\in O_h$, $g\mathbf n\cdot\mathbf u_i=\mathbf n\cdot g^{-1}\mathbf u_i$ only relabels points, so $q_l(g\mathbf n)=q_l(\mathbf n)$. Hence

$$\delta E(\mathbf n)=E(\mathbf n)-a_0=\sum_{l>L,\ \text{even}}a_l\,q_l(\mathbf n),$$

and each $q_l$ is a totally symmetric ($A_{1g}$) cubic harmonic.

Such harmonics are few. A polynomial invariant under all sign changes and permutations of $x,y,z$ is a symmetric polynomial in $x^2,y^2,z^2$, freely generated by three elementary ones of degree 2, 4 and 6; the count by degree is generated by $1/[(1-t^2)(1-t^4)(1-t^6)]$. Every homogeneous polynomial is uniquely a sum of terms $r^{2k}\times$(harmonic), and $r^2$ is invariant, so the powers of $r^2$ account for the factor $1/(1-t^2)$. The harmonics are counted by $1/[(1-t^4)(1-t^6)]$: 1, 0, 1, 1, 1, 1, 2, 1, 2, 2, 2 for $l=0,2,\dots,20$. For the six points $\pm\hat x,\pm\hat y,\pm\hat z$ with $w=1/6$ ($L=3$), $P_4=(35c^4-30c^2+3)/8$ and $\sum_an_a^2=1$ give

$$q_4=\tfrac13\sum_aP_4(n_a)=\tfrac1{24}\Big(35\sum_an_a^4-30+9\Big)=\tfrac{35}{24}\Big(n_x^4+n_y^4+n_z^4-\tfrac35\Big).$$

**Q.** My energies are self-consistent. Does the density not adapt to the grid and spoil this?

**A.** Only at second order. Let $\kappa$ be the orbital-rotation parameters about the minimum of the angularly exact energy, whose Hessian is $H$, and let $\epsilon(\kappa)$ be the grid error. The SCF minimizes $E_0+\tfrac12\kappa^TH\kappa+\epsilon_0+\epsilon_1^T\kappa$, provided the potential matrix is summed on the same grid as the energy. Zero gradient gives $\kappa=-H^{-1}\epsilon_1$ and the minimum $E_0+\epsilon_0-\tfrac12\epsilon_1^TH^{-1}\epsilon_1$. For your case the last term is at most $2.3\times10^{-8}$ Ry. I took the density from a 590-point run along [001], of energy $-215.278945$ Ry, and rotated it rigidly. It is axial, because an $sp$ basis on the axis yields density components $|m|\le2$ only and the fourfold axis of the grid excludes $m=\pm1,\pm2$. The second atom sees $-\mathbf n$, and $q_l(-\mathbf n)=q_l(\mathbf n)$, so the $a_l$ of one atom are doubled. The errors at $L=17$ are $+9.8\times10^{-6}$, $+1.913\times10^{-4}$ and $-1.053\times10^{-4}$ Ry. Adding them to the reference gives $-215.278935$, $-215.278754$ and $-215.279050$ Ry, your three numbers. This treats the reference as angularly exact; the agreement shows that its own angular error is no larger than about the last digit shown.

**Q.** How large is the error for an arbitrary orientation?

**A.** Average over $\mathbf n$ on the sphere, with $\langle Y_{lm}Y^*_{l'm'}\rangle=\delta_{ll'}\delta_{mm'}/4\pi$. Each $q_l$ with $l>0$ averages to zero, so $\langle\delta E\rangle=0$. This holds for any shape of integrand at fixed density, since averaging over rotations sweeps each point uniformly over its shell. The error has no fixed sign, and a lower energy does not mean a better orientation. For the spread, the addition theorem is used on both factors and then once backwards:

$$\langle P_l(\mathbf n\cdot\mathbf u)P_{l'}(\mathbf n\cdot\mathbf v)\rangle=\delta_{ll'}\frac{(4\pi)^2}{(2l+1)^2}\frac1{4\pi}\sum_mY^*_{lm}(\mathbf u)Y_{lm}(\mathbf v)=\delta_{ll'}\frac{P_l(\mathbf u\cdot\mathbf v)}{2l+1}.$$

Therefore

$$\sigma^2=\langle\delta E^2\rangle=\sum_{l>L,\ \text{even}}\frac{a_l^2Q_l}{2l+1},\qquad Q_l=\sum_{ij}w_iw_jP_l(\mathbf u_i\cdot\mathbf u_j).$$

**Q.** Can the $a_l$ be had in closed form for some density?

**A.** Yes, for a Gaussian blob at $d\,\mathbf n$ seen from a single grid at the origin, with no partition weight and a converged radial integral. Take $\rho=N(\alpha/\pi)^{3/2}e^{-\alpha|\mathbf r-d\mathbf n|^2}$. Then $F=Ae^{-\beta|\mathbf r-d\mathbf n|^2}$ with $\beta=4\alpha/3$ and $A=-C_xN^{4/3}(\alpha/\pi)^2$, and $E_{\rm ex}=A(\pi/\beta)^{3/2}$ for every $d$ and $\mathbf n$. Expanding the square gives $F=Ae^{-\beta(r^2+d^2)}e^{zc}$ with $z=2\beta rd$, so $f_l=A(2l+1)e^{-\beta(r^2+d^2)}i_l(z)$, where $i_l(z)=\tfrac12\int_{-1}^1e^{zc}P_l\,dc$.

Rodrigues' formula $P_l=\frac1{2^ll!}\frac{d^l}{dc^l}(c^2-1)^l$ and $l$ integrations by parts (the boundary terms vanish, and $(-1)^l(c^2-1)^l=(1-c^2)^l$) give $i_l=\frac{z^l}{2^{l+1}l!}\int e^{zc}(1-c^2)^ldc$. Odd powers of $c$ drop out. With the beta integral $\int c^{2s}(1-c^2)^ldc=\Gamma(s+\tfrac12)\,l!/\Gamma(s+l+\tfrac32)$ and $\Gamma(s+\tfrac12)=(2s)!\sqrt\pi/(4^ss!)$,

$$i_l(z)=\frac{\sqrt\pi}2\sum_s\frac{(z/2)^{l+2s}}{s!\,\Gamma(l+s+\frac32)}.$$

Put $z/2=\beta dr$, $x=\beta d^2$, and use $\int_0^\infty r^{l+2s+2}e^{-\beta r^2}dr=\Gamma(\tfrac{l+3}2+s)/(2\beta^{(l+3)/2+s})$. The powers combine as $(\beta d)^{l+2s}\beta^{-l/2-s}=x^{l/2+s}$, leaving $\beta^{-3/2}$, and the constants as $4\pi\cdot\frac{\sqrt\pi}2\cdot\frac12=\pi^{3/2}$. So $a_l=E_{\rm ex}(2l+1)g_l$ with

$$g_l=e^{-x}x^{l/2}\sum_s\frac{x^s}{s!}\frac{\Gamma(\frac{l+3}2+s)}{\Gamma(l+\frac32+s)}.$$

At $l=0$ the sum is $e^x$ and $g_0=1$, as it must be. For $l>0$ the two gamma arguments differ by $l/2$, so their ratio is the beta integral $\frac1{\Gamma(l/2)}\int_0^1\tau^{(l+1)/2+s}(1-\tau)^{l/2-1}d\tau$. The sum over $s$ gives $e^{x\tau}$, and $t=1-\tau$ absorbs $e^{-x}$:

$$g_l=\frac{x^{l/2}}{\Gamma(l/2)}\int_0^1e^{-xt}\,t^{l/2-1}(1-t)^{(l+1)/2}\,dt .$$

This is the Euler integral of $x^{l/2}\frac{\Gamma((l+3)/2)}{\Gamma(l+3/2)}\,{}_1F_1(\tfrac l2;l+\tfrac32;-x)$, and the substitution is Kummer's transformation.

Two limits follow. Since $0<e^{-xt}\le1$, the beta integral gives $0<g_l\le b_l=x^{l/2}\Gamma(\frac{l+3}2)/\Gamma(l+\frac32)$, and $b_{l+2}/b_l=x\frac{l+3}2/[(l+\frac32)(l+\frac52)]\to x/2l$. The decay is finally faster than exponential, and at $d=0$ every $g_{l>0}$ vanishes. For large $x$ and $l^3\ll x^2$ only $t\sim l/2x\ll1$ counts, so $(1-t)^{(l+1)/2}\approx e^{-(l+1)t/2}$ and the upper limit may go to infinity:

$$g_l\approx\Big(1+\frac{l+1}{2x}\Big)^{-l/2}\approx e^{-l(l+1)/4x}.$$

At $x=400$, $l=10$ the exact value is 0.93352 and the estimate 0.93356. The decay sets in near $L\sim2\sqrt x=2d\sqrt\beta$, distance over width. From $L=17$ on, the Lebedev point counts used here follow $(L+1)^2/3$ closely ($18^2/3=108$ against 110, $30^2/3=300$ against 302), so at fixed accuracy and large $x$ the cost per shell grows like $\beta d^2$.

**Q.** Give me numbers.

**A.** I choose $N=2$, $\alpha=1.5$ bohr⁻², $d=2$ bohr, so $\beta=2$ bohr⁻² and $x=8$. Then $E_{\rm ex}=-1.477118\times2^{4/3}\times(1.5/\pi)^2\times(\pi/2)^{3/2}=-1.477118\times2.5198\times0.22797\times1.9687=-1.6705$ Ry.

| $L$ | points | $g_{L+1}$ | $Q_{L+1}$ | $\sigma$ (Ry) |
|---|---|---|---|---|
| 5 | 14 | 2.786e-1 | 0.2689 | 9.39e-1 |
| 11 | 50 | 1.364e-2 | 0.1592 | 4.58e-2 |
| 17 | 110 | 1.988e-4 | 0.0871 | 6.03e-4 |
| 23 | 194 | 1.185e-6 | 0.0576 | 3.34e-6 |
| 29 | 302 | 3.504e-9 | 0.0414 | 9.34e-9 |
| 35 | 434 | 5.845e-12 | 0.0317 | 1.49e-11 |

The term $l=L+1$ alone gives $\sigma\approx|E_{\rm ex}|\,g_l\sqrt{(2l+1)Q_l}$. For $L=17$ this is $1.6705\times1.988\times10^{-4}\times\sqrt{37\times0.08714}=5.96\times10^{-4}$ Ry, against $6.03\times10^{-4}$ from the full sum and from a direct average. Here $l>x$, so the large-$x$ estimate does not apply: $e^{-342/32}\approx2\times10^{-5}$ is too small, and the bound $5.5\times10^{-3}$ is loose. At $L=5$ the error along [111], $-2.611$ Ry, exceeds $|E_{\rm ex}|$, because a ray of points passes through a blob narrower than the spacing of the rays. One orientation can also mislead: at $L=11$ the error is $+2.9\times10^{-3}$ Ry along [001] but $-0.13$ Ry along [110].

N₂ does not follow the table. Along [110] its error is $-6.0\times10^{-4}$ Ry at $L=11$, far below the model, but $+3.5\times10^{-6}$ Ry at $L=29$, far above the model's $3.1\times10^{-8}$. Its $a_l$ fall only from $-1.9\times10^{-3}$ Ry ($l=12$) to $+1.7\times10^{-5}$ Ry ($l=36$). The high-$l$ values depend on the radial grid: with 160 radial points in place of 50, $a_{36}$ becomes $0.9\times10^{-5}$ Ry, the $L=29$ error along [110] $4.0\times10^{-6}$ Ry, and the $L=17$ spread $3.04\times10^{-4}$ Ry. The bound $b_l$ was derived for one Gaussian with no partition weight, so it does not apply to the N₂ integrand $\rho^{4/3}s_A$, whose $a_l$ are here obtained only by quadrature. At $L=11$ the N₂ errors along [001], [110], [111] and [125] are all negative; with zero mean, other directions must be positive.

**Q.** Why should this split degenerate vibrations?

**A.** Frequencies are second derivatives of the grid energy. I assume the true derivative, with points and weights following the nuclei. Tilt the axis by angles $s_1,s_2$ toward orthonormal $\mathbf e_1,\mathbf e_2\perp\mathbf n$. With $\theta^2=s_1^2+s_2^2$, the cosine $c_i=\mathbf n\cdot\mathbf u_i$ becomes $c_i(1-\theta^2/2)+\sum_as_a\,\mathbf e_a\cdot\mathbf u_i+O(\theta^3)$. The chain rule gives

$$h_{ab}=\frac{\partial^2\delta E}{\partial s_a\partial s_b}=\sum_la_l\sum_iw_i\big[P_l''(c_i)(\mathbf e_a\cdot\mathbf u_i)(\mathbf e_b\cdot\mathbf u_i)-\delta_{ab}\,c_iP_l'(c_i)\big].$$

In the trace $\sum_a(\mathbf e_a\cdot\mathbf u_i)^2=1-c_i^2$, and Legendre's equation $(1-c^2)P_l''-2cP_l'=-l(l+1)P_l$ gives $\operatorname{tr}h=-\sum_ll(l+1)a_lq_l$. Each term is multiplied by $l(l+1)$, so the trace, which is the sum of the two curvatures, exceeds the energy error in size by about $L^2$ when the term $l=L+1$ dominates. Each member of a degenerate pair carries half of it. Where terms cancel the ratio can be quite different: for N₂ at $L=17$ along [001] it is $4.106\times10^{-4}/9.764\times10^{-6}=42$ on the 50-point radial grid, and on a converged radial grid even its sign changes. For the model at $L=17$ along [110], $-\operatorname{tr}h/\delta E=(0.3540+0.1843)/1.623\times10^{-3}=332$, near $18\times19=342$.

Let the blob ride on a mass $M$ at fixed $d$, with an exact bending energy $\tfrac12kd^2\theta^2$. The kinetic energy is $\tfrac12Md^2(\dot s_1^2+\dot s_2^2)$, so $\omega_\pm^2=(k+h_\pm/d^2)/M$ with $h_\pm$ the eigenvalues of $h$. A straight perpendicular step $\mathbf t$ tilts the axis by $t/d$ and lengthens $d$ by $t^2/2d$, which adds only the isotropic term $d^{-1}\partial\,\delta E/\partial d$ and leaves the difference of the two force constants alone.

I choose $k=0.4$ Ry/bohr² and $M=14.003$ u, which is 12763.0 in units with $m_e=1/2$. The exact frequency is $\sqrt{0.4/12763.0}\times109737.32=614.34$ cm⁻¹. At $L=17$ along [110], $k_-=0.4-0.3540/4=0.3115$ and $k_+=0.4-0.1843/4=0.3539$ Ry/bohr², giving 542.1 and 577.9 cm⁻¹. The splitting of 35.7 cm⁻¹ falls to 0.25 at $L=23$ and 0.0015 at $L=29$. This fast fall belongs to the single Gaussian with no partition weight. Real molecules converge more slowly: for CO₂ along [110] (bond 2.25 bohr, same functional, basis and radial grid, plain Becke weights) the bend splits by about 15, 2 and 0.2 cm⁻¹ at the same three $L$.

**Q.** Along [001] and [111] your pairs stay together. Is that luck?

**A.** No. If $g\in O_h$ leaves $\mathbf n$ fixed, then $\delta E(g\mathbf n')=\delta E(\mathbf n')$ gives $h=g^Thg$ in the plane. The traceless part of a symmetric $2\times2$ matrix turns by twice the rotation angle. A rotation by $2\pi/p$ turns it by $4\pi/p$, which is a multiple of $2\pi$ only for $p\le2$. The site groups $C_{4v}$ ([001]) and $C_{3v}$ ([111]) therefore force $h\propto1$, and $C_{2v}$ ([110]) does not. The linear term, a spurious torque, vanishes at all three but not in a general direction. Degeneracy is not accuracy: at $L=17$ the unsplit pairs lie at 602.8 and 656.7 cm⁻¹.

In general the computed Hessian is guaranteed to commute only with those operations of the molecule's group $G$ whose rotation part also belongs to the grid's $O_h$. The Hessian is real and symmetric, so by Schur's lemma a level stays degenerate if its representation remains irreducible over the real numbers in $G\cap O_h$, and it may split otherwise. A shared threefold axis alone is enough to keep an $E$ pair that transforms like $m=\pm1$ or $\pm2$ about it (a pair with $m=\pm3$ is totally symmetric under $C_3$ and may split): the two complex one-dimensional representations of $C_3$ are conjugates of each other and together form one irreducible real representation. A linear molecule along [001] keeps its $\pi$ pair, while a $\delta$ pair of orbitals may split, since $C_{4v}$ never mixes $xy$ with $x^2-y^2$. A threefold axis, molecular or crystalline, is respected along [111] and lost along $z$. A standard orientation that fixes the axes uniquely makes the energy independent of the input frame (inertia axes alone do not fix them for a symmetric top), but it leaves $\delta E$ in place and need not align $G$ with $O_h$.

At fixed bond length the exact energy of N₂ does not depend on its two rotation angles. They form a degenerate pair with $k=0$, so $\omega=\sqrt{h/\mu R^2}$, where $\mu=M/2$ is now the reduced mass (the chosen $M$ is used for each nitrogen), with $\mu R^2=\tfrac12\times12763.0\times2.07^2=27344$, at fixed density. A Cartesian Hessian gives these values only at the energy minimum. Elsewhere a straight step $t$ also lengthens the bond by $t^2/2R$, which adds $E'(R)/R$ to the force constant. Here 2.07 bohr is shorter than the minimum for this functional and basis (about 2.15 bohr), so that term is negative and large; it is not a grid error and is left out below. At $L=17$ along [110], $h=-3.885\times10^{-2}$ Ry/rad² gives $\sqrt{0.03885/27344}\times109737.32=130.8$, imaginary because $h<0$; its partner is $104.4i$ cm⁻¹. At $L=29$ they are still $30.4i$ and $24.6i$, although the energy error fell by a factor $1.913\times10^{-4}/3.472\times10^{-6}=55$. The $l^2$ factor and the square root slow the convergence. Along [001] the value goes from $9.5i$ to $9.2$ cm⁻¹. These small values belong to the 50-point radial grid: with 160 radial points they become $19.5$ (now real) and $11.4$ cm⁻¹, and the $L=29$ pair along [110] becomes $32.4i$ and $25.1i$, while the $L=17$ pair along [110] moves by at most 0.2 cm⁻¹.

**Q.** Do orbital levels of a free atom split too?

**A.** In a spherical potential the matrix within a shell $l$ is a radial sum times $S_{mm'}=4\pi\sum_iw_iY^*_{lm}Y_{lm'}$. The product has degree at most $2l$, so $S=1$ if $L\ge2l$. An $f$ shell needs $L\ge6$. The 14-point rule ($L=5$) has 6 axis points and 8 cube corners. Sphere averages follow from Gaussian moments: $\langle x^4\rangle=3/(3\cdot5)=1/5$ and $\langle x^2y^2z^2\rangle=1/(3\cdot5\cdot7)=1/105$. The conditions $6w_a+8w_c=1$ and $2w_a+8w_c/9=1/5$ give $w_a=\tfrac1{10}-\tfrac49w_c$, then $\tfrac35+\tfrac{16}3w_c=1$, so $w_c=3/40$. $S$ commutes with $O_h$ and is constant on each of $a_{2u}$, $t_{2u}$, $t_{1u}$. The function $xyz$ ($a_{2u}$) lives on the corners: $105\times\frac1{27}\times8\times\frac3{40}=\frac73$. The functions $x(y^2-z^2)$ ($t_{2u}$) vanish at all 14 points and give 0. The addition theorem at $\mathbf u=\mathbf n$ fixes $\operatorname{tr}S=7$, so $t_{1u}$ has $(7-\frac73)/3=\frac{14}9$. The computed eigenvalues are 0, 1.5556 and 2.3333, and all equal 1 on 26 points ($L=7$). The condition $L\ge2l$ covers only the matrix within the shell: if the basis holds functions of higher $l'$ with $l+l'>L$, the grid can couple them to the shell and split it even in a spherical potential, as $g$ functions do to a $d$ shell on 14 points. It also fails as a guarantee once the density is not spherical, because $\rho^{1/3}$ then in general contains harmonics of arbitrarily high degree.

**Q.** How do I know the formulas are right?

**A.** The numerical check below sets the main ones against independent computations. It tests the degree and $O_h$ invariance of the rules, the $A_{1g}$ count by characters, $g_l$ by two-dimensional quadrature, $\delta E(\mathbf n)$ by plain point sums to $10^{-12}$ Ry, the mean and $\sigma$ by averaging over orientations, $h_{ab}$ by finite differences, and the $f$-shell matrix by diagonalization. For N₂ it compares PySCF exchange energies of the rotated density with the Legendre series to $10^{-7}$ Ry, and SCF energies with fixed-density ones.

## Computed results

```
A1g harmonics for l=0,2,...,20: [1, 0, 1, 1, 1, 1, 2, 1, 2, 2, 2]
f-shell angular eigenvalues, L=5 (14 pts): [0.     0.     0.     1.5556 1.5556 1.5556 2.3333]
f-shell angular eigenvalues, L=7 (26 pts): [1. 1. 1. 1. 1. 1. 1.]
C_x = 1.477118 Ry bohr
model: N=2.0, alpha=1.5 bohr^-2, d=2.0 bohr, beta=2.0000 bohr^-2, x=8.0000
model E_exact = -1.67051727 Ry
x=400,l=10: g=0.93352, exp(-l(l+1)/4x)=0.93356
L pts  g_{L+1}  bound  Q_{L+1}  sigma(Ry)  sigma_lead(Ry)
5 14 2.786e-01 3.183e+00 2.689e-01 9.394e-01 8.701e-01
11 50 1.364e-02 2.868e-01 1.592e-01 4.582e-02 4.547e-02
17 110 1.988e-04 5.486e-03 8.714e-02 6.030e-04 5.964e-04
23 194 1.185e-06 3.808e-05 5.756e-02 3.342e-06 3.324e-06
29 302 3.504e-09 1.241e-07 4.140e-02 9.340e-09 9.303e-09
35 434 5.845e-12 2.215e-10 3.169e-02 1.489e-11 1.485e-11
L  dE[001]  dE[110]  dE[111]  (Ry)
5 -2.147e+00 +1.191e+00 -2.611e+00
11 +2.862e-03 -1.305e-01 -1.035e-01
17 +3.292e-04 +1.623e-03 -1.287e-03
23 -2.288e-07 -1.088e-05 -6.143e-06
29 -1.072e-09 +3.096e-08 -1.472e-08
35 +7.594e-14 -5.315e-11 -1.958e-11
direct orientation average L=11: |mean|=9e-15 Ry, rms=4.5820e-02 Ry
direct orientation average L=17: |mean|=9e-15 Ry, rms=6.0298e-04 Ry
1 Ry = 109737.32 cm^-1; M = 14.003 u = 12763.0 (Ry mass units, m_e=1/2)
bend k = 0.4 Ry/bohr^2, exact omega = 614.340 cm^-1
bend L=17 [001]: h=-5.932e-02,-5.932e-02 Ry/rad^2; omega=602.8438,602.8438 cm^-1
bend L=17 [110]: h=-3.540e-01,-1.843e-01 Ry/rad^2; omega=542.1418,577.8672 cm^-1
bend L=17 [111]: h=+2.281e-01,+2.281e-01 Ry/rad^2; omega=656.6787,656.6787 cm^-1
bend L=23 [001]: h=+4.084e-05,+4.084e-05 Ry/rad^2; omega=614.3478,614.3478 cm^-1
bend L=23 [110]: h=+2.590e-03,+3.883e-03 Ry/rad^2; omega=614.8370,615.0848 cm^-1
bend L=23 [111]: h=+1.900e-03,+1.900e-03 Ry/rad^2; omega=614.7046,614.7046 cm^-1
bend L=29 [001]: h=+5.132e-07,+5.132e-07 Ry/rad^2; omega=614.3400,614.3400 cm^-1
bend L=29 [110]: h=-1.826e-05,-1.027e-05 Ry/rad^2; omega=614.3364,614.3379 cm^-1
bend L=29 [111]: h=+7.026e-06,+7.026e-06 Ry/rad^2; omega=614.3413,614.3413 cm^-1
N2: R=2.07 bohr, 6-31G, 50 radial pts; angularly exact E_x = a_0 = -23.6610470 Ry
N2 a_l (Ry), l=12,18,24,30,36: -1.920e-03 -1.294e-03 -1.369e-04 -3.246e-05 +1.654e-05
N2 L=11: dE_x[001,110,111,125] = -4.838e-04 -5.961e-04 -3.843e-04 -1.995e-04 Ry
N2 L=17: dE_x[001,110,111,125] = +9.764e-06 +1.913e-04 -1.053e-04 +6.508e-05 Ry
N2 L=23: dE_x[001,110,111,125] = +8.198e-06 -1.153e-05 -1.878e-05 +8.107e-06 Ry
N2 L=29: dE_x[001,110,111,125] = -5.941e-07 +3.472e-06 -2.948e-07 +7.951e-07 Ry
N2 SCF reference (590 pts, [001]) = -215.278945 Ry
N2 SCF L=17 [001,110,111] = -215.278935 -215.278754 -215.279050 Ry
N2 L=17 SCF spread = 2.966e-04 Ry; max relaxation = 2.3e-08 Ry
N2 mu R^2 = 27344.0 (Ry mass units bohr^2)
N2 rotation L=17 [001]: h=-2.053e-04,-2.053e-04 Ry/rad^2; omega=9.5i,9.5i cm^-1
N2 rotation L=17 [110]: h=-3.885e-02,-2.477e-02 Ry/rad^2; omega=130.8i,104.4i cm^-1
N2 rotation L=17 [111]: h=+1.565e-02,+1.565e-02 Ry/rad^2; omega=83.0,83.0 cm^-1
N2 rotation L=29 [001]: h=+1.917e-04,+1.917e-04 Ry/rad^2; omega=9.2,9.2 cm^-1
N2 rotation L=29 [110]: h=-2.100e-03,-1.377e-03 Ry/rad^2; omega=30.4i,24.6i cm^-1
N2 rotation L=29 [111]: h=-3.222e-04,-3.222e-04 Ry/rad^2; omega=11.9i,11.9i cm^-1
```
